Hall and Drift Barriers of Nonadiabatic Small Polarons on a Triangular Lattice, part 1

(Sections cited here and not found follow in the second part.)

**Part I. Level coincidences and hopping rates**

**Theorem.** A single carrier of charge q moves on a triangular lattice of spacing a. It forms a small polaron of binding energy E_b and hops between neighbouring sites through a transfer element of size J. Under assumptions A1 to A5 below, its drift mobility μ_D and Hall mobility μ_H are

μ_D = (3qa²/2kT) (J²/ħ) √(π/(4E₂kT)) exp(−E₂/kT),

μ_H = (qa²/ħ) J √(π/(12E₂kT)) exp(−E₂/3kT),

E₂ = E_b/2.

Here kT is the thermal energy. The energy E₂ is the least cost of aligning the electronic levels of two sites. Aligning three sites costs E₃ = 4E₂/3, and the Hall barrier is the difference E₃ − E₂ = E₂/3. The Hall mobility therefore has one third of the activation energy of the drift mobility.

**Assumptions.**

A1. Each site i has a local coordinate x_i with elastic energy Kx_i²/2. A carrier on that site has the energy ε_i = −gx_i. All sites are equivalent.

A2. The vibrations are classical. They are practically at rest during the short time in which the electronic phases are averaged. They also exchange energy with the rest of the crystal, fast enough to keep the levels thermally distributed while the carrier waits and to restore equilibrium after each hop. Successive hops are then independent. Part II keeps this relaxation but treats the vibrations as quantum ones, and finds the size of the correction.

A3. The transfer is weak. Rates are kept to the lowest order in J at which each effect appears. This is the nonadiabatic regime.

A4. The electric field **E** and the magnetic field B, which points along the normal ẑ of the layer, are weak. Their effects are kept to first order.

A5. Carriers are so dilute that they neither block nor attract one another.

**Sign conventions.** The transfer element from site j to site i is

t_ij = −J exp(iθ_ij), J > 0,

where θ_ij is q/ħ times the line integral of the vector potential **A** along the straight path from j to i. The sign can be checked with a uniform **A**. A plane wave of wave vector **k** then has the energy −J Σ exp[−i(**k** − q**A**/ħ)·**δ**], summed over the neighbour vectors **δ**. This is the usual replacement of ħ**k** by ħ**k** − q**A**.

The drift velocity is **v**_D = μ_D **E**. The Hall mobility is defined through the part of the velocity that is linear in B:

**v**_H = −μ_H B ẑ × **v**_D.

For a free carrier of mass m and scattering time τ_s, the Lorentz force gives **v**_H = (qτ_s/m) **v**_D × B ẑ = −(qτ_s/m) B ẑ × **v**_D. The definition thus returns the ordinary mobility in that case. Both mobilities carry the sign of q.

**Lemma 1 (coincidence energies).** Let the carrier start on a relaxed site. The least energy needed to align the levels of n sites, the starting site included, is E_b(1 − 1/n).

**Proof.** With the carrier on site 1, the energy is

U = (K/2) Σ x_i² − gx₁.

The relaxed state has x₁ = g/K and all other coordinates zero, so U = −g²/2K. This defines E_b = g²/2K.

The levels of n sites coincide when their coordinates share one value x. Sites outside the group stay at zero, because moving them only costs energy. Then

U(x) = nKx²/2 − gx.

Setting the derivative nKx − g to zero gives x = g/(nK), and

U = g²/(2nK) − g²/(nK) = −g²/(2nK) = −E_b/n.

Subtracting the relaxed energy −E_b gives E_b(1 − 1/n). ∎

For two and three sites this gives

E₂ = E_b/2, E₃ = 2E_b/3, E₃ − E₂ = E_b/6 = E₂/3.

The physical content is simple. To align two levels, the occupied site gives up half of its distortion and the empty site acquires the same amount. Once two sites share a distortion, a third can be brought in cheaply: the common distortion falls from g/2K to g/3K.

**Remark (coupled sites).** The ratio 1/3 does not need independent sites. Add to the elastic energy of a triangle the term cK(x₁x₂ + x₂x₃ + x₃x₁), with −1/2 < c < 1 for stability. Let X be the sum of the three coordinates and write x_i = X/3 + d_i, so that the d_i sum to zero. Since 2(x₁x₂ + x₂x₃ + x₃x₁) = X² − Σx_i², the energy becomes

U = (K/2)(1−c) Σ x_i² + (K/2)cX² − gx₁.

Because Σx_i² = X²/3 + Σd_i², this splits into a part that contains X and a part

(K/2)(1−c) Σ d_i² − gd₁.

Aligning levels restricts the differences of coordinates and leaves X free. The X part therefore has the same minimum in the relaxed state and at every coincidence, and it drops out of the barriers. The remainder is the problem with c = 0 and stiffness K(1−c), so both barriers are multiplied by 1/(1−c). For g²/2K = 0.40 eV (which is no longer the binding energy once the sites are coupled) and c = 0.3, a numerical constrained minimization gives E₂ = 0.2857 eV, which is 0.2000 eV divided by 0.7, and (E₃−E₂)/E₂ = 0.33333. What matters is that the three pairs of the triangle are equivalent. The stability range and the factor 1/(1−c) belong to the isolated triangle. With the same coupling on every bond of the lattice, stability needs −1/6 < c < 1/3 and the barriers change by a different factor (E₂ ≈ 0.48 eV for c = 0.3 on a periodic 15 × 15 lattice), but the ratio remains 1/3.

**Lemma 2 (direct hop).** The rate from a site to one of its neighbours, to second order in J, is

W₂ = (J²/ħ) √(π/(2E_bkT)) exp(−E_b/2kT).

**Proof.** Let the carrier sit on site 1 in thermal equilibrium. Define the gaps Δ_j = ε_j − ε₁. The coordinate x₁ has mean g/K, so ε₁ has mean −g²/K = −2E_b, while the empty sites have mean level zero. Each gap therefore has the mean 2E_b. Every coordinate has the variance kT/K, and every level the variance

σ² = g²kT/K = 2E_bkT.

A gap is the difference of two independent levels and has the variance 2σ² = 4E_bkT.

With levels at rest, the first-order amplitude to be on site 2 at time t is

a₁ = −(i/ħ) t₂₁ ∫₀ᵗ dt′ exp(iΔ₂t′/ħ).

Its squared modulus contains a double time integral of exp[iΔ₂(t′−t″)/ħ]. Averaging over the smooth distribution of Δ₂ makes the integrand die out once |t′−t″| exceeds about ħ/σ. For longer t, one time integral gives the factor t. The other may be extended over all time differences and gives 2πħδ(Δ₂). Hence

W₂ = (2π/ħ) J² ⟨δ(Δ₂)⟩.

The Gaussian density of the gap at zero is

⟨δ(Δ₂)⟩ = (8πE_bkT)^(−1/2) exp[−(2E_b)²/(8E_bkT)] = (8πE_bkT)^(−1/2) exp(−E_b/2kT).

Since 2π/√(8πE_bkT) = √(π/(2E_bkT)), the lemma follows. ∎

The exponent is E₂/kT: the density of coincidences carries the Boltzmann factor of the cheapest coincidence, as Lemma 1 requires.

A magnetic field cannot enter this rate, because |t₂₁|² contains no phase. A phase with a meaning independent of gauge needs a closed path, and the smallest closed path on this lattice is a triangle.

**Lemma 3 (interference on a triangle).** Let sites 1, 2, 3 follow one another counterclockwise, and let Φ = qB(√3a²/4)/ħ be the flux phase of the triangle. Interference of the path 1→2 with the path 1→3→2 adds to the rate from 1 to 2 a part that is odd in Φ and equal to +w, with

w = (J³ sinΦ/ħ) · π/(√3E_bkT) · exp(−2E_b/3kT).

The rate from 1 to 3 by way of 2 receives −w.

**Proof.** The second-order amplitude on site 2, reached through site 3, is

a₂ = (−i/ħ)² t₂₃t₃₁ ∫₀ᵗ dt₁ ∫₀^(t₁) dt₂ exp[i(Δ₂−Δ₃)t₁/ħ] exp(iΔ₃t₂/ħ).

The term of order J³ in the probability is 2Re⟨a₁*a₂⟩. The complex conjugate of t₂₁ is t₁₂, so the transfer elements combine into the loop product

L = t₁₂t₂₃t₃₁.

The numerical factors give (i/ħ)(−1/ħ²) = −i/ħ³. Collecting the exponents,

−Δ₂t′ + (Δ₂−Δ₃)t₁ + Δ₃t₂ = Δ₂(t₁−t′) − Δ₃(t₁−t₂).

The difference t₁−t′ can have either sign, but t₁−t₂ = τ is positive because the step to site 3 comes first. As before, one time integral supplies the factor t, and the rate is

W^(3) = 2Re{ −(i/ħ³) L ⟨ 2πħδ(Δ₂) ∫₀^∞ dτ exp(−iΔ₃τ/ħ) ⟩ }.

The half-range integral is

∫₀^∞ dτ exp(−iΔ₃τ/ħ) = πħδ(Δ₃) − iħP(1/Δ₃),

where P denotes the principal value. Write L = L′ + iL″. Then −iL = L″ − iL′, and the real part of (L″ − iL′)(πδ − iP) is πL″δ − L′P. Therefore

W^(3) = (4π²/ħ) L″ ⟨δ(Δ₂)δ(Δ₃)⟩ − (4π/ħ) L′ ⟨δ(Δ₂)P(1/Δ₃)⟩.

The phases in L belong to the steps 2→1, 3→2 and 1→3. Taken in order they form the path 1→3→2→1, which runs clockwise and encloses the phase −Φ. Thus

L = −J³ exp(−iΦ), L′ = −J³ cosΦ, L″ = +J³ sinΦ.

The part odd in flux is the first term, which requires all three levels to coincide.

The density of this triple coincidence follows from the joint Gaussian of Δ₂ and Δ₃. Both gaps contain ε₁, so their covariance is σ². The covariance matrix is σ² times the matrix with rows (2, 1) and (1, 2). Its determinant is 3σ⁴, and its inverse is 1/(3σ²) times the matrix with rows (2, −1) and (−1, 2). For general means m₂ and m₃ the density at the origin is

⟨δ(Δ₂)δ(Δ₃)⟩ = [1/(2π√3σ²)] exp[−(m₂² − m₂m₃ + m₃²)/(3σ²)].   (1)

With m₂ = m₃ = 2E_b the exponent is −4E_b²/(6E_bkT) = −2E_b/3kT, and the prefactor is 1/(4π√3E_bkT). Multiplication by 4π²J³ sinΦ/ħ gives w.

For the hop from 1 to 3 by way of 2, the loop is traversed in the opposite sense. This reverses the sign of Φ and of the odd rate. ∎

The exponent is E₃/kT. The two odd rates out of site 1 cancel in the sum. To third order in J and first order in B, the magnetic field does not change how often the carrier leaves through a given triangle; it changes which of the two corners the carrier reaches.

**Remark (the part even in flux).** The second term of W^(3) needs a coincidence of sites 1 and 2 alone; site 3 is visited virtually. Given Δ₂ = 0, the gap Δ₃ has the mean 2E_b + (1/2)(0 − 2E_b) = E_b and the variance 2σ² − σ²/2 = 3E_bkT. With P(1/Δ) = ∫₀^∞ sin(Δs) ds and a Gaussian average,

⟨P(1/Δ₃)⟩ = ∫₀^∞ ds sin(E_bs) exp(−3E_bkTs²/2),   (2)

which tends to 1/E_b when kT ≪ E_b. At Φ = 0 the term equals W₂ · 2J⟨P(1/Δ₃)⟩ for each triangle. It changes the drift rate by a relative amount of order J/E_b and does not need the three-site barrier. For this reason the Hall effect, and not the whole third-order rate, singles out the triple coincidence.

**Numerical check of the rates.** The Schrödinger equation for three fixed levels was solved and averaged over their thermal distribution, in units with ħ = kT = E_b = 1 and with J = 0.001. The growth of the probability on site 2 between times 15 and 30 was divided by the formulas above. The ratios are 0.9995 for the second-order rate, 0.998 for the odd part at Φ = ±π/2, and 0.999 for the even part. The check includes the sign of w.

**Part II. Mobilities, numbers and limits**

**Symbols and results carried over.** Site 1 holds the carrier, a is the site spacing, −J the transfer element without its phase, E_b the polaron binding energy and σ² = 2E_bkT the thermal variance of a level. The two-site and three-site barriers are E₂ = E_b/2 and E₃ = 2E_b/3. The direct rate to a neighbour is

W₂ = (J²/ħ) √(π/(2E_bkT)) exp(−E_b/2kT).

On a triangle 1, 2, 3 taken counterclockwise, the flux phase Φ = √3qBa²/4ħ adds +w to the rate 1→2 and −w to the rate 1→3, where

w = (J³ sinΦ/ħ) π/(√3E_bkT) exp(−2E_b/3kT).

**Lemma 4 (response to the electric field).** To first order in **E**, the direct rate to site j is multiplied by

1 + q**E**·(**R**_j − **R**₁)/2kT,

and both odd rates on a triangle with centroid **R**_c are multiplied by

1 + q**E**·(**R**_c − **R**₁)/kT.

**Proof.** The field adds −q**E**·**R**_i to each level. The mean gap to site j becomes 2E_b + f_j, with f_j = −q**E**·(**R**_j − **R**₁). The exponent of the two-site density changes from −(2E_b)²/(8E_bkT) to −(2E_b + f_j)²/(8E_bkT). The linear change is −4E_bf_j/(8E_bkT) = −f_j/2kT, which gives the first factor.

For the triple coincidence put m₂ = 2E_b + f₂ and m₃ = 2E_b + f₃ in equation (1). The linear change of m₂² − m₂m₃ + m₃² is 2E_b(f₂ + f₃), so the exponent changes by

−2E_b(f₂ + f₃)/(6E_bkT) = −(f₂ + f₃)/3kT = q**E**·(**R**₂ + **R**₃ − 2**R**₁)/3kT.

Since **R**_c = (**R**₁ + **R**₂ + **R**₃)/3, the last expression equals q**E**·(**R**_c − **R**₁)/kT. ∎

At a coincidence the aligned sites share the distortion equally, so the energy of the coincidence follows the mean potential of those sites. For a pair this is the potential at the midpoint, and for a triangle the potential at the centroid.

**Proof of the theorem.** All sites are equivalent and equally occupied, so the mean velocity is the sum of rate times displacement over the hops that leave one site.

*Drift.* The six neighbour vectors **δ** sum to zero, so the zero-field rates give no current. By the sixfold symmetry Σ **δ**(**δ**·**E**) is parallel to **E**, and its trace fixes the factor: 6a²/2 = 3a². Hence

**v**_D is parallel to **E** and proportional to W₂. The coincidence energies, the hopping rates and their response to the electric field are now established; what remains is to complete the two mobilities, work through an example, and examine the quantum correction and the limits of the result.

Numbers in the example were calculated in double precision.
